# Gyrotropic frequency of a vortex in a thin magnetic disk: a program that tests the result

```python
"""
Gyrotropic frequency of a magnetic vortex in a thin disk, two-vortex ansatz.
Result under test: omega = gamma * mu0M * beta * Lambda(beta),
Lambda(0) = 4*(Catalan - 1/2)/(3*pi), beta = thickness/radius.
gamma: electron gyromagnetic ratio; mu0M: saturation induction;
a: core displacement divided by disk radius. Lengths in the integrals
are in units of the disk radius, except in the spin-wave test.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, solve_bvp
from scipy.special import jv, j1
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import eigs

pi = np.pi
gamma = const.physical_constants["electron gyromag. ratio"][0]
mu0 = const.mu_0
catalan = 0.5 * dblquad(lambda x, t: 1 / np.sqrt(1 - (x * np.sin(t))**2),
                        0, pi / 2, 0, 1)[0]

# Rough typical permalloy-like disk
radius, thickness, mu0M = 200e-9, 20e-9, 1.0
exchange_A, alpha, core_radius, temperature = 13e-12, 0.01, 10e-9, 300.0
beta = thickness / radius
M = mu0M / mu0


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def thickness_factor(x):
    return 2 * (x - 1 + np.exp(-x)) / x**2


# Thickness average of exp(-k|z-z'|), from its definition
x_test = 1.3
average = 2 * dblquad(lambda z2, z1: np.exp(-x_test * (z1 - z2)),
                      0, 1, 0, lambda z1: z1)[0]
assert abs(average - thickness_factor(x_test)) < 1e-9

# Wave-number integral for Lambda
r_nodes, r_weights = gauss(0, 1, 300)
dk = 0.05
k_fine = (np.arange(4000) + 0.5) * dk
g_fine = j1(np.outer(k_fine, r_nodes)) @ (r_weights * r_nodes)
lambda_k = np.sum(g_fine**2) * dk
lambda_beta = np.sum(g_fine**2 * thickness_factor(k_fine * beta)) * dk
lambda_thin = 4 * (catalan - 0.5) / (3 * pi)
assert abs(lambda_k - lambda_thin) < 3e-5  # cut-off tail is about 4e-6

# Real-space Coulomb integral of sin(chi) sin(chi') over the unit disk
coulomb = 4 * pi / 3 * dblquad(
    lambda x, p: x * np.cos(p) / np.sqrt((x - np.cos(p))**2 + np.sin(p)**2),
    0, pi, 0, 1, epsabs=1e-7, epsrel=1e-7)[0]
lambda_real_space = coulomb / (2 * pi**2)
assert abs(lambda_real_space - lambda_thin) < 1e-5


def planar_m(z, a):
    field = 1j * (z - a) * (1 - a * z)
    return field / np.abs(field)


def divergence(z, a, h=1e-5):
    dx = (planar_m(z + h, a) - planar_m(z - h, a)) / (2 * h)
    dy = (planar_m(z + 1j * h, a) - planar_m(z - 1j * h, a)) / (2 * h)
    return dx.real + dy.imag


# Tangential edge at finite displacement, and the first-order charge
edge = np.exp(1j * np.linspace(0.1, 6.1, 17))
assert np.max(np.abs((planar_m(edge, 0.3) * edge.conj()).real)) < 1e-12
sample = np.array([0.3, 0.6, 0.9]) * np.exp(1j * np.array([0.7, 2.0, 4.0]))
small = 1e-4
assert np.max(np.abs(divergence(sample, small) / small
                     - 2 * np.sin(np.angle(sample)))) < 3e-3

# Magnetostatic energy of the full ansatz, all angular orders up to 12
n_angle, max_order = 128, 12
angles = 2 * pi * np.arange(n_angle) / n_angle
r_grid, r_w = gauss(0, 1, 200)
z_grid = r_grid[:, None] * np.exp(1j * angles)[None, :]
dk_energy = 0.1
k_grid = (np.arange(800) + 0.5) * dk_energy
kr = np.outer(k_grid, r_grid)
bessel = [jv(m, kr) for m in range(max_order + 1)]


def energy(a):
    """Energy divided by mu0 M^2 thickness^2 radius."""
    coefficients = np.fft.fft(divergence(z_grid, a), axis=1) / n_angle
    spectrum = np.zeros(len(k_grid))
    for m in range(max_order + 1):
        transform = 2 * pi * bessel[m] @ (r_w * r_grid * coefficients[:, m])
        spectrum += (1 if m == 0 else 2) * np.abs(transform)**2
    return np.sum(spectrum * thickness_factor(k_grid * beta)) \
        * dk_energy / (8 * pi)


def slope_over_a(a, step):
    return (energy(a + step) - energy(a - step)) / (2 * step * a)


# Gyroconstant and dissipation integral from displaced magnetization fields
core_ratio = core_radius / radius


def vector_m(z, s):
    w = 1j * (z - s) * (1 - np.conj(s) * z) / core_ratio
    size = np.abs(w)
    inside = size < 1
    plane = np.where(inside, 2 * w / (1 + size**2), w / size)
    mz = np.where(inside, (1 - size**2) / (1 + size**2), 0.0)
    return np.stack([plane.real, plane.imag, mz], axis=-1)


gyro_integral = dissipation_integral = 0.0
shift = 1e-6
for lo, hi in ((0, core_ratio), (core_ratio, 1)):
    r, w = gauss(lo, hi, 80)
    z = r[:, None] * np.exp(1j * angles)[None, :]
    mX = (vector_m(z, shift) - vector_m(z, -shift)) / (2 * shift)
    mY = (vector_m(z, 1j * shift) - vector_m(z, -1j * shift)) / (2 * shift)
    area = (w * r)[:, None] * 2 * pi / n_angle
    triple = np.sum(vector_m(z, 0) * np.cross(mX, mY), axis=-1)
    gyro_integral += np.sum(area * triple)
    dissipation_integral += np.sum(area * np.sum(mX**2, axis=-1))
assert abs(gyro_integral / (2 * pi) - 1) < 1e-3
eta = 0.5 * (np.log(1 / core_ratio) + 1.25)
assert abs(dissipation_integral / (2 * pi) - eta) < 0.01

# Frequency from numerical energy slope and numerical gyroconstant
f_scale = gamma * mu0M / (2 * pi)
f_thin = f_scale * beta * lambda_thin
f_rounded = f_scale * beta * 5 / (9 * pi)
f_finite = f_scale * beta * lambda_beta
f_numeric = f_scale * beta * slope_over_a(0.05, 0.01) / gyro_integral
assert abs(f_numeric / f_finite - 1) < 0.01
amplitude_ratio = slope_over_a(0.2, 0.02) / (2 * pi * lambda_beta)

# Spin waves of an easy-plane vortex with fixed tangential edge.
# Length unit: exchange length; frequency unit: gamma * mu0M.
# Prediction of the collective-coordinate equation: +1/disk_size^2.
disk_size, r_start = 30.0, 1e-3


def profile_rhs(r, y):
    return np.vstack([y[1], -y[1] / r
                      + np.sin(y[0]) * np.cos(y[0]) * (1 / r**2 - 1)])


mesh = np.geomspace(r_start, disk_size, 500)
guess = np.vstack([pi / 2 * np.tanh(mesh), pi / 2 / np.cosh(mesh)**2])
profile = solve_bvp(profile_rhs,
                    lambda ya, yb: np.array([ya[0] - r_start * ya[1],
                                             yb[0] - pi / 2]),
                    mesh, guess, tol=1e-7, max_nodes=50000)
assert profile.success
n_cells = 6000
h = disk_size / n_cells
r = (np.arange(n_cells) + 0.5) * h
theta, theta_r = profile.sol(r)
left, right = (r - h / 2) / (r * h**2), (r + h / 2) / (r * h**2)
main = left + right
main[-1] += right[-1]  # zero value at the outer edge
radial = diags([-left[1:], main, -right[:-1]], [-1, 0, 1])
cos_t = np.cos(theta)
H_polar = radial + diags(1 / r**2 + np.cos(2 * theta) * (1 / r**2 - 1))
H_plane = radial + diags(1 / r**2 + cos_t**2 * (1 / r**2 - 1) - theta_r**2)
coupling = diags(2 * cos_t / r**2)
matrix = bmat([[coupling, H_plane], [H_polar, coupling]], format="csc")
eigenvalue = eigs(matrix, k=1, sigma=0, which="LM",
                  v0=np.ones(2 * n_cells), return_eigenvectors=False)[0]
spin_wave_omega = -eigenvalue.real  # positive means counterclockwise
spin_wave_ratio = spin_wave_omega * disk_size**2
assert abs(eigenvalue.imag) < 1e-6
assert abs(spin_wave_ratio - 1) < 0.03, spin_wave_ratio

# Size of effects outside the magnetostatic result
stiffness = 2 * pi * mu0 * M**2 * thickness**2 * lambda_beta / radius
stiffness_ex = 4 * pi * exchange_A * thickness / radius**2
gyroconstant = 2 * pi * M * thickness / gamma
f_exchange = stiffness_ex / gyroconstant / (2 * pi)
f_total = f_finite + f_exchange
damping_factor = 1 + (alpha * eta)**2
decay_time = damping_factor / (alpha * eta * 2 * pi * f_total)
thermal_rms = np.sqrt(2 * const.k * temperature / (stiffness + stiffness_ex))
g_electron = abs(const.physical_constants["electron g factor"][0])
exchange_length = np.sqrt(2 * exchange_A / (mu0 * M**2))

print(f"disk radius = {radius*1e9:.0f} nm")
print(f"disk thickness = {thickness*1e9:.0f} nm")
print(f"thickness/radius = {beta:.3f}")
print(f"mu0 M = {mu0M:.3f} T")
print(f"M = {M/1e3:.1f} kA/m")
print(f"gamma/(2 pi) = {gamma/(2*pi)/1e9:.4f} GHz/T")
print(f"Catalan constant = {catalan:.6f}")
print(f"Lambda(0), closed form = {lambda_thin:.6f}")
print(f"Lambda(0), real-space integral = {lambda_real_space:.6f}")
print(f"Lambda(0), wave-number integral = {lambda_k:.6f}")
print(f"rounded coefficient 5/(9 pi) = {5/(9*pi):.6f}")
print(f"Lambda(beta), finite thickness = {lambda_beta:.5f}")
print(f"frequency, thin limit = {f_thin/1e9:.4f} GHz")
print(f"frequency, rounded coefficient = {f_rounded/1e9:.4f} GHz")
print(f"frequency, finite thickness = {f_finite/1e9:.4f} GHz")
print(f"finite/thin frequency ratio = {f_finite/f_thin:.4f}")
print(f"frequency, numerical full ansatz, a=0.05 = {f_numeric/1e9:.4f} GHz")
print(f"period, finite thickness = {1e9/f_finite:.3f} ns")
print(f"gyro integral/(2 pi) = {gyro_integral/(2*pi):.6f}")
print(f"gyroconstant = {gyroconstant:.4e} J s/m^2")
print(f"magnetostatic stiffness = {stiffness*1e3:.4f} mN/m")
print(f"exchange constant = {exchange_A*1e12:.1f} pJ/m")
print(f"exchange length = {exchange_length*1e9:.2f} nm")
print(f"exchange stiffness = {stiffness_ex*1e3:.4f} mN/m")
print(f"exchange addition to frequency = {f_exchange/1e9:.4f} GHz")
print(f"frequency with exchange = {f_total/1e9:.4f} GHz")
print(f"spin-wave test disk radius = {disk_size:.0f} exchange lengths")
print(f"spin-wave/predicted frequency = {spin_wave_ratio:.4f}")
print(f"damping constant = {alpha:.3f}")
print(f"core radius = {core_radius*1e9:.0f} nm")
print(f"damping geometry factor eta = {eta:.4f}")
print(f"eta, numerical integral = {dissipation_integral/(2*pi):.4f}")
print(f"relative damping shift = {1/damping_factor-1:.2e}")
print(f"amplitude decay time = {decay_time*1e9:.2f} ns")
print(f"frequency with exchange, g=2.1 = {f_total*2.1/g_electron/1e9:.4f} GHz")
print(f"temperature = {temperature:.0f} K")
print(f"thermal rms core displacement = {thermal_rms*1e9:.2f} nm")
print(f"magnetostatic frequency ratio at a=0.2 = {amplitude_ratio:.4f}")
print("no test failed")
```

It prints:

```
disk radius = 200 nm
disk thickness = 20 nm
thickness/radius = 0.100
mu0 M = 1.000 T
M = 795.8 kA/m
gamma/(2 pi) = 28.0250 GHz/T
Catalan constant = 0.915966
Lambda(0), closed form = 0.176541
Lambda(0), real-space integral = 0.176541
Lambda(0), wave-number integral = 0.176537
rounded coefficient 5/(9 pi) = 0.176839
Lambda(beta), finite thickness = 0.16152
frequency, thin limit = 0.4948 GHz
frequency, rounded coefficient = 0.4956 GHz
frequency, finite thickness = 0.4527 GHz
finite/thin frequency ratio = 0.9149
frequency, numerical full ansatz, a=0.05 = 0.4529 GHz
period, finite thickness = 2.209 ns
gyro integral/(2 pi) = 0.999999
gyroconstant = 5.6790e-13 J s/m^2
magnetostatic stiffness = 1.6152 mN/m
exchange constant = 13.0 pJ/m
exchange length = 5.72 nm
exchange stiffness = 0.0817 mN/m
exchange addition to frequency = 0.0229 GHz
frequency with exchange = 0.4755 GHz
spin-wave test disk radius = 30 exchange lengths
spin-wave/predicted frequency = 0.9975
damping constant = 0.010
core radius = 10 nm
damping geometry factor eta = 2.1229
eta, numerical integral = 2.1241
relative damping shift = -4.50e-04
amplitude decay time = 15.77 ns
frequency with exchange, g=2.1 = 0.4987 GHz
temperature = 300 K
thermal rms core displacement = 2.21 nm
magnetostatic frequency ratio at a=0.2 = 1.0071
no test failed
```
